# Langevin Saturation of an Independent Molecular Dipole

## Problem

A molecule carries a rigid permanent dipole moment of magnitude \(p\). It turns freely in a uniform static electric field of magnitude \(E\), in thermal equilibrium at temperature \(T\). Treat its rotation classically and neglect its interaction with other molecules. Here \(E\) is the field acting on the molecule.

(a) Find the mean cosine of the angle between dipole and field.

(b) Expand the result for a weak field up to the fifth power of the field. Define the fractional shortfall from linear response at fixed \(p\), \(E\) and \(T\), and find its first two terms. Show that the orientation lies below linear response at every nonzero field.

(c) Find the shortfall of the incremental response, the slope of the mean cosine against the field.

(d) Evaluate the orientation and both shortfalls for \(p=1.85\) debye, \(E=10^8\) V/m and \(T=300\) K. Then examine a field ten times larger.

(e) The dipole is about that of a water molecule. Consider dilute water vapour at 1 Torr in a gap of 1000 nm. Estimate the effects of quantum rotation, electronic polarizability, neighbouring molecules, gas breakdown and tunnelling from the electrodes. Decide whether the result may be carried over to liquid water.

The algebra is in atomic units, with Boltzmann's constant \(k\) kept to convert temperature to energy. Numerical energies are in eV and molecular lengths in angstrom.

## Solution

### (a) The mean orientation

Let \(\theta\) be the angle between dipole and field, and let \(c=\cos\theta\). The energy of a permanent dipole in the field is

\[
U=-\mathbf p\cdot\mathbf E=-pEc .
\]

It is lowest at \(c=1\), where the dipole points along the field.

The Boltzmann factor must be combined with the correct measure of orientations. For a linear rotor with moment of inertia \(I\), the kinetic energy is

\[
K=\frac{p_\theta^2}{2I}+\frac{p_\phi^2}{2I\sin^2\theta},
\]

where \(p_\theta\) and \(p_\phi\) are the momenta conjugate to the two angles. The classical partition function contains an integral over both momenta. Each is Gaussian:

\[
\int_{-\infty}^{\infty}e^{-p_\theta^2/(2IkT)}\,dp_\theta=\sqrt{2\pi IkT},
\]

\[
\int_{-\infty}^{\infty}e^{-p_\phi^2/(2I\sin^2\theta\,kT)}\,dp_\phi=\sqrt{2\pi IkT}\,\sin\theta .
\]

Their product is \(2\pi IkT\sin\theta\). The constant cancels in averages, and \(\sin\theta\,d\theta\,d\phi\) is the element of solid angle. Without a field, all directions are therefore equally likely. For a rigid nonlinear molecule the same holds: its kinetic energy, written with angular momentum components along the body axes, does not depend on how the body is oriented in space.

Since \(dc=-\sin\theta\,d\theta\), equal weight per solid angle means that \(c\) is uniformly distributed between \(-1\) and \(1\). Define the ratio of dipole energy to thermal energy,

\[
x=\frac{pE}{kT}.
\]

The Boltzmann factor is then \(e^{-U/kT}=e^{xc}\), and the orientational partition function, normalized to 1 at zero field, is

\[
z(x)=\frac12\int_{-1}^{1}e^{xc}\,dc
=\frac{e^x-e^{-x}}{2x}=\frac{\sinh x}{x}.
\]

Differentiation with respect to \(x\) brings down one factor of \(c\), so

\[
\langle c\rangle=\frac{1}{z}\frac{dz}{dx}=\frac{d\ln z}{dx}.
\]

With \(\ln z=\ln\sinh x-\ln x\), this gives the Langevin function

\[
\boxed{\langle c\rangle=L(x)=\coth x-\frac1x } .
\]

The mean moment along the field is \(pL(x)\). For large positive \(x\), \(\coth x\) approaches 1 exponentially fast, so \(L(x)\simeq1-1/x\). The orientation approaches complete alignment, with a remaining deficit of \(kT/(pE)\).

### (b) Linear response and the first correction

For small \(x\), both terms in \(L\) are large and nearly cancel. It is easier to multiply \(L\) by \(x\sinh x\):

\[
L(x)\,x\sinh x=x\cosh x-\sinh x .
\]

The series of the hyperbolic functions give, for the right side,

\[
x\cosh x-\sinh x
=\left(\frac12-\frac16\right)x^3
+\left(\frac1{24}-\frac1{120}\right)x^5
+\left(\frac1{720}-\frac1{5040}\right)x^7+\cdots
\]

\[
=\frac{x^3}{3}+\frac{x^5}{30}+\frac{x^7}{840}+\cdots .
\]

On the left,

\[
x\sinh x=x^2+\frac{x^4}{6}+\frac{x^6}{120}+\cdots .
\]

Both \(\coth x\) and \(1/x\) are odd, so \(L\) contains odd powers alone. Physically, reversing the field reverses the mean orientation. Write

\[
L(x)=a_1x+a_3x^3+a_5x^5+\cdots
\]

and match powers in the product.

The coefficient of \(x^3\) gives \(a_1=1/3\). The coefficient of \(x^5\) gives

\[
a_3+\frac{a_1}{6}=\frac1{30},
\qquad
a_3=\frac1{30}-\frac1{18}=-\frac1{45}.
\]

The coefficient of \(x^7\) gives

\[
a_5+\frac{a_3}{6}+\frac{a_1}{120}=\frac1{840},
\]

\[
a_5=\frac1{840}+\frac1{270}-\frac1{360}
=\frac{9+28-21}{7560}=\frac{2}{945}.
\]

Thus

\[
L(x)=\frac{x}{3}-\frac{x^3}{45}+\frac{2x^5}{945}+\cdots .
\]

Linear response is the first term, \(L_{\rm lin}=x/3\). The fractional shortfall, relative to this linear value, is

\[
s(x)=\frac{L_{\rm lin}-L}{L_{\rm lin}}
=1-\frac{3L(x)}{x}
=\frac{x^2}{15}-\frac{2x^4}{315}+\cdots .
\]

In the last coefficient, \(3\times2/945=2/315\). To leading order,

\[
s\simeq\frac{1}{15}\left(\frac{pE}{kT}\right)^2 .
\]

In this regime, doubling the field at fixed dipole and temperature multiplies the shortfall by four. Doubling the temperature at fixed dipole and field divides it by four.

The sign of the shortfall can be established without a weak-field approximation. For \(x>0\), multiply the proposed inequality \(L<x/3\) by the positive quantity \(3x\sinh x\). It becomes

\[
3(x\cosh x-\sinh x)<x^2\sinh x .
\]

Compare the coefficients of \(x^{2n+1}\) on the two sides, for \(n\ge1\). They are

\[
3\left[\frac1{(2n)!}-\frac1{(2n+1)!}\right]
=\frac{3(2n)}{(2n+1)!}
\]

on the left, and

\[
\frac1{(2n-1)!}=\frac{(2n+1)(2n)}{(2n+1)!}
\]

on the right. They are equal for \(n=1\), and the right one is larger for every \(n\ge2\). The inequality therefore holds for every \(x>0\). Because \(L\) is odd, the magnitude of the orientation is also below linear response when the field is reversed.

### (c) The incremental response

A small change in the strength of the static field \(E\), with its direction fixed, changes the equilibrium orientation with the slope

\[
\frac{d\langle c\rangle}{dE}=\frac{p}{kT}\,L'(x),
\qquad
L'(x)=\frac1{x^2}-\frac1{\sinh^2x}.
\]

This describes a change slow enough for equilibrium to be maintained. At zero field, \(L'=1/3\). Differentiating the series for \(L\) gives

\[
L'(x)=\frac13-\frac{x^2}{15}+\frac{2x^4}{189}+\cdots ,
\]

so the shortfall of the slope, relative to its zero-field value, is

\[
s_{\rm inc}(x)=1-3L'(x)=\frac{x^2}{5}-\frac{2x^4}{63}+\cdots .
\]

Its leading term is three times that of \(s\). The factor arises because differentiation of the cubic term produces a factor of 3, while division of that term by the field does not.

The slope also has a statistical meaning. From \(L=z'/z\),

\[
L'=\frac{z''}{z}-\left(\frac{z'}{z}\right)^2
=\langle c^2\rangle-\langle c\rangle^2 .
\]

It is the variance of the cosine. Without a field, the uniform distribution has variance \(1/3\). As the field gathers the dipoles near \(c=1\), the variance falls, and a further increase of field has less effect.

### (d) Numerical evaluation

The dipole moment is \(1.85\) debye \(=0.3852\ e\,\text{Å}\). The field is \(10^8\) V/m \(=1\) MV/cm, or \(0.010\) V/Å. An elementary charge moved through one volt gains one electronvolt, hence

\[
pE=0.3852\times0.010\ \text{eV}=0.003852\ \text{eV}.
\]

At 300 K, \(kT=0.025852\) eV. Dividing the unrounded values gives

\[
x=\frac{pE}{kT}=0.14899 .
\]

The two orientations are

\[
L_{\rm lin}=\frac{x}{3}=0.049662,
\qquad
L(x)=0.049589 .
\]

The dipole is far from alignment: its mean component along the field is about 5 percent of its full length, or \(0.0191\ e\,\text{Å}\).

The shortfall is best found from the series, since subtracting the two rounded orientations loses digits:

\[
\frac{x^2}{15}=0.1480\ \text{percent},
\qquad
\frac{2x^4}{315}=0.00031\ \text{percent}.
\]

Their difference agrees with the closed form,

\[
\boxed{s=0.1477\ \text{percent}\approx0.15\ \text{percent}} .
\]

The orientation is thus about 0.15 percent below the linear value at the same dipole, field and temperature. The incremental response is more sensitive: its shortfall is 0.442 percent, against a leading estimate \(x^2/5\) of 0.444 percent.

At 10 MV/cm, with dipole and temperature unchanged, \(x=1.4899\). The closed form gives a shortfall of 12.24 percent. The leading term gives 14.80 percent, which is too large. Including the next term, which has grown by \(10^4\) to about 3.1 percent, gives about 11.7 percent, which is too small. At this field the closed form should be used. At 1 MV/cm the leading term is sufficient for two-digit accuracy.

### (e) What the ideal dipole leaves out

**Quantum rotation.** The spacing of water's rotational energy levels is not negligible compared with \(kT\) at 300 K. To size the effect, replace the molecule by a linear quantum rotor with Hamiltonian

\[
H=B\,l(l+1)-pE\cos\theta .
\]

Take \(B=2.3\) meV, a rough mean of water's two rotational constants for motions that tip the dipole. In the spherical-harmonic basis, the field couples states of the same \(m\) whose \(l\) differs by one, with

\[
\langle l,m|\cos\theta|l-1,m\rangle
=\sqrt{\frac{l^2-m^2}{4l^2-1}} .
\]

Diagonalizing \(H\) and averaging over its states with Boltzmann weights gives a linear response 2.9 percent below the classical one. With \(B\) ten times smaller, the lowering is about 0.30 percent, which shows the approach to the classical limit.

For this rotor, the quantum change of the linear response is about twenty times the saturation sought. Yet the rotor's orientation is 0.143 percent below its own linear response, close to the classical 0.148 percent. Quantum rotation thus lowers the shortfall by about 3 percent of its own value, much as it lowers the orientation. In absolute terms the shortfall changes by only about 0.004 percentage points. A linear rotor is a stand-in for the asymmetric water molecule, so these figures measure the size of the correction and are not a precise calculation for water.

**Electronic polarizability.** The field also displaces electrons. An isotropic polarizability \(\alpha\) adds an induced moment \(\alpha E\) and an energy \(-\alpha E^2/2\). This energy is independent of angle, so its Boltzmann factor cancels from \(\langle c\rangle\). With a rough polarizability volume of \(1.5\ \text{Å}^3\), the induced moment is 5.5 percent of the mean permanent moment along the field.

This matters if the total moment is compared with its own linear value. The missing moment is unchanged, but the linear reference is larger by a factor of about 1.055. The shortfall of the total becomes

\[
\frac{0.1477}{1.055}\ \text{percent}\approx0.14\ \text{percent}.
\]

If the polarizability along the dipole exceeds that across it by \(\Delta\alpha\), the angular energy gains the term \(-\Delta\alpha E^2c^2/2\). The weight becomes

\[
e^{xc+yc^2},\qquad y=\frac{\Delta\alpha E^2}{2kT}.
\]

For \(\Delta\alpha=0.2\ \text{Å}^3\), chosen larger in magnitude than water's own difference, the orientation rises by 0.0007 percent, about one part in two hundred of the shortfall.

**Neighbours in the vapour.** At 1 Torr and 300 K, the ideal-gas density is \(n=3.22\times10^{-8}\) molecules per cubic angstrom. The magnitude of the second virial coefficient, roughly \(2000\ \text{Å}^3\) per molecule for water vapour near this temperature, sets a volume in which attraction matters. Its product with \(n\) estimates the weight of pairs:

\[
3.22\times10^{-8}\times2000=6.4\times10^{-5}=0.0064\ \text{percent}.
\]

The polarization of the vapour also changes the local field. In linear response the polarization is \(np^2E/(3kT)\). The Lorentz estimate multiplies it by \(4\pi/3\), giving the fractional field change

\[
\frac{4\pi np^2}{9kT}=0.0004\ \text{percent}.
\]

Both estimates are small compared with the shortfall. They support treating the dipoles in the gas as independent of one another at this pressure. They say nothing about the walls. The molecular free path, tens of micrometres, far exceeds the gap, so the molecules reach equilibrium mainly through the electrodes. A single adsorbed layer, with about 0.1 molecules per square angstrom, would hold some 300 times as many molecules as the vapour across the gap, and it is not described by this model.

**Breakdown and tunnelling.** The gap carries 100 V. With a rough electron collision cross-section \(\sigma=10\ \text{Å}^2\), an electron crossing the gap of width \(d=1000\) nm makes on average

\[
n\sigma d=0.0032
\]

collisions. An avalanche needs repeated ionizing collisions, so this estimate gives no avalanche in the gas. It does not cover discharge along insulating supports or in adsorbed layers.

For tunnelling, let \(W\) be the work function of the metal, \(u\) the distance from its surface, and let the barrier above the electron's energy be \(W-Eu\). The semiclassical tunnelling factor is \(e^{-G}\), with

\[
G=2\int_0^{W/E}\sqrt{2(W-Eu)}\,du
=\frac{4\sqrt2\,W^{3/2}}{3E}.
\]

For \(W=4.5\) eV, a rough value for common metals, \(G=652\). Even where a surface protrusion raises the field tenfold, \(G=65\). The image force, omitted from this barrier, lowers the second value to about 58, so tunnelling is negligible for a smooth surface and for tenfold enhancement. The exponent falls in inverse proportion to the enhancement, however. At thirtyfold it is 22, or about 16 with the image force, and field emission is then strong. Real electrodes often carry protrusions of this sharpness, and field emission from them can break down a micron gap at fields of this order without any gas avalanche. The gap holds 100 V only if the electrodes are very smooth.

**The real case.** A field of 1 MV/cm is of the order met in thin solid dielectric films, but it is far above the roughly 0.03 MV/cm that air at atmospheric pressure withstands in a wide gap. In the vapour example an avalanche is avoided because the mean number of collisions \(n\sigma d\) is small, which the low pressure and the narrow gap achieve together. Among the effects estimated for it, quantum rotation moves the absolute orientation most, by about 3 percent, while the relative saturation per molecule stays near 0.14 to 0.15 percent. This carries over to the polarization only if the number of molecules in the gap is fixed. If the gap is open to vapour at fixed pressure, the field draws molecules in: the permanent dipole raises the density by the factor \(z(x)\simeq1+x^2/6\), or 0.37 percent. The orientational polarization is then proportional to \(zL=z'=\frac{x}{3}\left(1+\frac{x^2}{10}+\cdots\right)\), which lies 0.22 percent above its linear value instead of below it.

Liquid water violates the assumption of independence. At a rough molecular spacing \(r=3.1\) Å, the dipole coupling compared with thermal energy is

\[
\frac{p^2}{r^3kT}=2.8 .
\]

Neighbouring molecules then orient one another strongly, and the field on a molecule differs from the average field in the liquid. The 0.15 percent result must not be carried over to liquid water; the independent-dipole model gives no estimate of the saturation there. The values used here are collected in the numerical output.

## Computed values

```
Dipole moment: 1.85 debye = 0.3852 e angstrom
Field: 1.0 MV/cm = 0.010 V/angstrom
Temperature: 300 K
Dipole energy pE: 0.003852 eV
Thermal energy kT: 0.025852 eV
Ratio x = pE/kT: 0.14899 (no unit)
Mean cosine, Langevin: 0.049589 (no unit)
Mean cosine, linear response x/3: 0.049662 (no unit)
Mean moment along field: 0.01910 e angstrom
Shortfall of orientation: 0.1477 percent
Leading estimate x^2/15: 0.1480 percent
Next term 2x^4/315: 0.00031 percent
Shortfall of incremental response: 0.4424 percent
Leading estimate x^2/5: 0.4439 percent
Ten times the field: 10 MV/cm, x = 1.4899
  shortfall there, closed form: 12.24 percent
  shortfall there, x^2/15: 14.80 percent
Neglected effects, from rough data:
Rotational constant: 2.3 meV
Quantum lowering of linear response: 2.93 percent
  with constant ten times smaller: 0.296 percent
Quantum rotor's own saturation: 0.1433 percent
Polarizability volume: 1.5 angstrom^3
Induced / mean permanent moment: 5.5 percent
Polarizability anisotropy: 0.2 angstrom^3
Orientation change from it: 0.00071 percent
Vapour pressure chosen: 1.0 Torr
Vapour number density: 3.219e-08 per angstrom^3
Second virial coefficient, size: 2000 angstrom^3
Pairing estimate: 0.0064 percent
Local-field correction: 0.00037 percent
Liquid spacing: 3.1 angstrom
Dipole coupling / kT in liquid: 2.77 (no unit)
Gap: 1000 nm; voltage: 100 V
Electron cross section: 10 angstrom^2
Collisions per electron crossing: 0.0032 (no unit)
Electrode work function: 4.5 eV
Tunnelling exponent, smooth metal: 652 (no unit)
  with tenfold local field: 65 (no unit)
```
